# Square-root growth of coated depth in a long Knudsen pore, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: flux balance at a moving front

A gas enters a long, narrow pore and sticks to its wall until the wall is full. How deep the coating reaches is almost settled by counting dimensions. Let $D$ be the diffusivity of the gas along the pore, $n_0(t)$ its number density at the mouth, $d$ the pore diameter and $\sigma$ the number of molecules that saturate unit area of wall. If the gas present in the pore is a negligible part of the molecules delivered, supply matters only through its accumulated amount,

$$N_0=\int_0^t n_0(t')\,dt' ,$$

because doubling the density and halving the time delivers the same number. The product $DN_0$ has the dimension of number per length. The wall can absorb $4\sigma/d$ molecules per unit volume of pore, since a cylinder has wall area $4/d$ per unit volume. The ratio of these two quantities is the square of a length:

$$X^2=C\,\frac{DN_0\,d}{4\sigma}. \tag{1}$$

Here $X$ is the coated depth and $C$ is a pure number. Two other lengths exist, the diameter and the width of the zone in which the reaction takes place. Equation (1) holds if both are so small compared with $X$ that they have no separate influence. The square root of exposure is then fixed. A gas whose molecules meet only the wall has no transport length except $d$ and no speed except its mean speed $\bar v$, so $D\propto d\bar v$ and $X\propto d$ at fixed exposure. What remains is to find the numbers, and to show when the reaction zone really is narrow.

### The pore and its gas

The pore is straight and circular, and the depth $x$ is measured from its mouth. Molecules cross it without meeting one another, which is the Knudsen regime. They leave the wall in directions given by the cosine law, whatever their direction of arrival. A molecule that strikes the wall reacts irreversibly with probability $s(1-\theta)$, where $\theta$ is the local coverage, from 0 to 1, and $s$ is the initial reaction probability. The pore starts clean and empty.

The algebra is in atomic units, with temperature entering as the energy $\tau=k_BT$. Neither $\hbar$ nor the electron's charge or mass appears, so the formulas read the same in any consistent units. For molecules of mass $m$ the Maxwell distribution gives

$$\bar v=4\pi\left(\frac{m}{2\pi\tau}\right)^{3/2}\int_0^\infty v^3e^{-mv^2/2\tau}dv
=4\pi\left(\frac{m}{2\pi\tau}\right)^{3/2}\frac{2\tau^2}{m^2}=\sqrt{\frac{8\tau}{\pi m}} .$$

The number striking unit area per unit time is the density times the mean of the positive part of one velocity component:

$$n\sqrt{\frac{m}{2\pi\tau}}\int_0^\infty v_ze^{-mv_z^2/2\tau}dv_z=n\sqrt{\frac{\tau}{2\pi m}}=\frac{n\bar v}{4}.$$

With the ideal-gas pressure $P=n\tau$ this becomes $P/\sqrt{2\pi m\tau}$. The fluence at the mouth, meaning the number of molecules that have struck unit area there, is therefore

$$\Phi=\frac{\bar v N_0}{4}=\frac{1}{\sqrt{2\pi m\tau}}\int_0^tP\,dt'. \tag{2}$$

The integral of pressure over time is the exposure. At fixed temperature and molecular mass, fluence and exposure are proportional.

### Diffusivity from flights between walls

A molecule moves along the pore by a sequence of straight flights from wall to wall. Let $\alpha$ be the angle between a flight and the pore axis. Let $\varphi$ be the angle, seen in the cross-section, between the flight and the inward normal at the starting point. The cosine of the angle to the normal is $\sin\alpha\cos\varphi$, and the element of solid angle is $\sin\alpha\,d\alpha\,d\varphi$. The cosine law then gives the probability density

$$p(\alpha,\varphi)=\frac{1}{\pi}\sin^2\alpha\cos\varphi,\qquad 0<\alpha<\pi,\quad |\varphi|<\frac{\pi}{2}.$$

It is normalized, because the two angular integrals are $\pi/2$ and $2$.

In the cross-section the flight is a chord of length $d\cos\varphi$. Its full length is $\ell=d\cos\varphi/\sin\alpha$, and its axial step is $z=d\cos\varphi\cot\alpha$. Hence

$$\langle\ell\rangle=\frac d\pi\int\cos^2\varphi\,d\varphi\int_0^\pi\sin\alpha\,d\alpha
=\frac d\pi\cdot\frac\pi2\cdot2=d,$$

$$\langle z^2\rangle=\frac{d^2}{\pi}\int\cos^3\varphi\,d\varphi\int_0^\pi\cos^2\alpha\,d\alpha
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

The mean flight time needs the mean of $1/v$ over molecules leaving the wall. Fast molecules strike and leave more often, so the distribution $f(v)$ of speeds in the gas is weighted by $v$. The required mean is $\int f\,dv/\int vf\,dv=1/\bar v$. Speed and direction are independent, so the mean flight time is $d/\bar v$.

Successive axial steps are independent and have zero mean, so their cross terms average to zero and the mean squared displacement grows by $\langle z^2\rangle$ per flight. Over a long time $t$ there are $t\bar v/d$ flights. In one dimension the mean squared displacement is $2Dt$, which gives

$$D=\frac{\langle z^2\rangle}{2d/\bar v}=\frac{d\bar v}{3}. \tag{3}$$

### Conservation in a slice

Consider a slice of pore of length $dx$. Its volume is $(\pi d^2/4)dx$ and its wall area is $\pi d\,dx$. Gas enters by diffusion with flux $-D\,\partial n/\partial x$ and is lost to the wall. Dividing the balance by the volume gives

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac{4\sigma}{d}\frac{\partial\theta}{\partial t}, \tag{4}$$

and the rate of reaction is the rate of striking times the reaction probability:

$$\sigma\frac{\partial\theta}{\partial t}=s\,\frac{n\bar v}{4}(1-\theta). \tag{5}$$

On clean wall with steady gas, these two equations give $Dn''=(s\bar v/d)n$. The density decays as $e^{-x/\lambda}$, where

$$\lambda^2=\frac{Dd}{s\bar v}=\frac{d^2}{3s},\qquad \lambda=\frac{d}{\sqrt{3s}}. \tag{6}$$

This reaction length is the distance a molecule wanders over clean wall before it reacts. It is resolved by a diffusion equation when it is well above $d$, that is for small $s$. If $s$ is near one, the reaction zone is a few diameters wide, which is still narrow in a deeply coated pore.

### The front

Suppose now that $X\gg\lambda$. Almost all the wall up to $X$ is full, and almost all the wall beyond it is clean. If gas storage is negligible, the density between mouth and front obeys $n''=0$ and is a straight line.

Its size at the front is estimated from continuity of flux. On the coated side the slope has magnitude close to $n_0/X$. On the clean side it is of order $n_X/\lambda$. Equating them gives $n_X$ of order $n_0\lambda/X$, which is small compared with $n_0$. This fixes only the order of magnitude. With $X$ taken as the equivalent depth of the second derivation, the slope is $n_0/X$ with no correction of first order in $\lambda/X$. In the sharp limit

$$n(x,t)=n_0(t)\left(1-\frac xX\right),\qquad\text{flux}=\frac{Dn_0}{X}.$$

All this flux is spent on extending the coating. In a time $dt$ the number arriving is $(\pi d^2/4)(Dn_0/X)dt$, and the number needed to fill a new ring is $\pi d\,\sigma\,dX$. Therefore

$$X\frac{dX}{dt}=\frac{Dd}{4\sigma}n_0(t),\qquad
X^2=\frac{Dd}{2\sigma}N_0. \tag{7}$$

The second form follows by integration from $X=0$, and it shows that the constant in equation (1) is $C=2$. Inserting $D=d\bar v/3$ and $N_0=4\Phi/\bar v$ gives

$$X^2=\frac{d}{2\sigma}\cdot\frac{d\bar v}{3}\cdot\frac{4\Phi}{\bar v}=\frac{2d^2\Phi}{3\sigma},
\qquad
\boxed{X=d\sqrt{\frac{2\Phi}{3\sigma}}}\,. \tag{8}$$

The front slows because each new molecule must cross the whole coated length, and the flux falls as $1/X$. The reaction probability has dropped out: transport sets the depth, provided the reaction is quick enough to keep the front narrow. The formula also gives an infinite speed at $t=0$. That is outside its range, since no narrow front exists until $X$ exceeds $\lambda$.

Following individual molecules checks equation (8) without a diffusion equation. Molecules entered a pore by the cosine law and flew from wall to wall, with $s=1$ and 800 sites per length $d$. For $\Phi/\sigma=250$ and $1000$ the depths were $11.88d$ and $24.57d$, where equation (8) gives $12.91d$ and $25.82d$. The growth between the two exposures was $0.982$ of the predicted growth. In a separate run with $s=0.002$ and a wall that never filled, the mean depth of reaction was $12.74d$. For an exponential profile this mean equals the decay length, which is $12.91d$ by equation (6). These simulated lengths carry sampling noise of about $0.1d$ to $0.2d$.

### What the mouth costs

The simulated depths fall short by about one diameter. A resistance at the mouth accounts for part of this. Let the density be $n_r$ in the reservoir and $n(0)$ just inside. The net flux is the difference between the rates of crossing in the two directions, so

$$\frac{\bar v}{4}\,[n_r-n(0)]=\frac{Dn(0)}{X},\qquad
\text{flux}=\frac{Dn_r}{X+4d/3}.$$

In this crude form the mouth acts as an added length $4D/\bar v=4d/3$, which overstates it, because the gas just inside is treated as isotropic. A gas carrying a net flux $J$ crosses a section at the one-way rates $n\bar v/4\pm J/2$. Setting the inward rate equal to $n_r\bar v/4$ gives $n_r-n(0)=2J/\bar v$, an added length $2D/\bar v=2d/3$. For $X\gg d$ an added length lowers the depth by about its own size. The full shortfall is larger than $2d/3$ and is not constant. For $s=1$ the exact balance of wall-to-wall flights gives about $1.1d$, $1.3d$, $1.6d$ and $2.0d$ at depths of $12d$, $25d$, $102d$ and $411d$. It grows slowly with depth, because rare long flights along the pore are not described by a diffusion equation.

### Gas held in the pore

Some molecules in the pore have not reacted. They may be in flight, or weakly held on the wall in proportion to the local density. Let $\varepsilon$ be this mobile store at the mouth, per unit wall area, divided by $\sigma$. For gas alone $\varepsilon=n_0d/(4\sigma)$. If weak holding multiplies the store by $K$, then $Kn_t=Dn_{xx}$ in the coated part, and the effective diffusivity is $D'=D/K$.

For constant $n_0$ the solution that vanishes at the front is

$$n=n_0\left[1-\frac{\operatorname{erf}(x/2\sqrt{D't})}{\operatorname{erf}\alpha}\right],\qquad X=2\alpha\sqrt{D't}.$$

The front condition $(4\sigma/d)\,dX/dt=-Dn_x(X)$ becomes

$$\frac{4\sigma}{d}\,\alpha\sqrt{\frac{D'}{t}}=\frac{Dn_0e^{-\alpha^2}}{\sqrt{\pi D't}\,\operatorname{erf}\alpha}
\quad\Rightarrow\quad
\sqrt\pi\,\alpha e^{\alpha^2}\operatorname{erf}\alpha=\varepsilon. \tag{9}$$

For small $\alpha$, $e^{\alpha^2}\simeq1+\alpha^2$ and $\sqrt\pi\operatorname{erf}\alpha\simeq2\alpha(1-\alpha^2/3)$. The left side is then $2\alpha^2(1+2\alpha^2/3)$ to this order, so $2\alpha^2\simeq\varepsilon(1-\varepsilon/3)$. Equation (7) for constant $n_0$ reads $X^2=2\varepsilon D't$. The ratio of depths is therefore $\sqrt{2\alpha^2/\varepsilon}\simeq1-\varepsilon/6$. Storage keeps the square root of time and changes its coefficient. At $\varepsilon=0.5$, equation (9) gives a factor of $0.930$. Integrating equations (4) and (5) in time, up to $s\Phi/\sigma=100$, gave $0.928$ relative to a run with nearly no storage.

### A water dose in a narrow pore

Take water reacting with a methyl-covered alumina wall, one half-cycle of alumina deposition. The inputs are round, rough values: $d=50$ nm, a temperature of 450 K, water at 1 Torr for 10 s, $\sigma=5$ nm$^{-2}$ and $s=10^{-4}$. The thermal energy is 0.0388 eV and the mean speed is $7.27\times10^{11}$ nm/s. Equation (3) gives

$$D=\frac{50\times7.27\times10^{11}}{3}=1.21\times10^{13}\ \text{nm}^2/\text{s}.$$

The mouth is struck $3.90\times10^6$ times per nm$^2$ each second, so $\Phi=3.90\times10^7$ nm$^{-2}$ and $\Phi/\sigma=7.80\times10^6$. Then

$$X=50\sqrt{\frac{2\times7.80\times10^6}{3}}=50\times2281=1.14\times10^5\ \text{nm},$$

or $1.14\times10^6$ angstrom. The reaction length is $\lambda=50/\sqrt{3\times10^{-4}}=2887$ nm, about a fortieth of the depth.

## Second derivation: the accumulated exposure along the pore

The pore has diameter $d$ and wall capacity $\sigma$ per unit area. The gas has density $n(x,t)$, mean speed $\bar v$ and diffusivity $D=d\bar v/3$, and $\Phi$ is the number of molecules that have struck unit area at the mouth. The coverage is $\theta$, the reaction probability is $s(1-\theta)$, and the reaction length is $\lambda=d/\sqrt{3s}$. The first half assumed a narrow front and found $X_s=d\sqrt{2\Phi/3\sigma}$, now written with a subscript. The starting point here is the pair of balances

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac{4\sigma}{d}\frac{\partial\theta}{\partial t},\qquad
\sigma\frac{\partial\theta}{\partial t}=s\frac{n\bar v}{4}(1-\theta),$$

with no assumption about the shape of the coating.

For a narrow reaction front, the flux balance gives a coated depth $X=d\sqrt{2\Phi/3\sigma}$ that does not depend on the reaction probability. It remains to obtain this law from the two balances without assuming a front, and to find the front's shape and the error of the sharp limit.
